\section*{Why electronegativity equalization makes insulating chains polarize like conductors}

\section{The error and its size}

A model of atomic charges that comes within a small factor of the polarizability of a very short insulating chain can fail badly for a long one. Take the model chains defined below, one with charges set by electronegativity equalization and one with a gapped electronic spectrum, both with the same Coulomb interaction. At 50 atoms their longitudinal polarizabilities are $3.39\times10^4$ and $2.62\times10^3$ bohr$^3$, a ratio of 13. At 200 atoms they are $1.38\times10^6$ and $1.21\times10^4$ bohr$^3$, a ratio of 114. At 2 atoms the ratio is only 1.6, and at 10 atoms 2.7. No constant factor fitted at one chain length cures an error that grows with length. Its source is found by adding the contributions to the charge response one at a time.

Hartree atomic units are used. The chain has $N$ identical atoms with spacing $a$, length $L=Na$ and positions $x_i$ measured from its centre. A weak uniform field $F$ acts along it, $q_i$ is the charge induced on atom $i$, and $\alpha=\sum_i x_iq_i/F$. The numerical parameters are round model values: $a=2.5$ bohr, atomic hardness $\eta=0.5$ hartree, and the Ohno interaction
\begin{equation}
J_{ij}=\frac{1}{\sqrt{(x_i-x_j)^2+\eta^{-2}}},\qquad J_{ii}=\eta .
\end{equation}

\section{First contribution: local hardness}

Electronegativity equalization minimizes
\begin{equation}
E=\chi\sum_i q_i+\tfrac12 q^{T}Jq-F\,x^{T}q,\qquad \sum_i q_i=0 .
\label{eem}
\end{equation}
With a multiplier $\mu$ for neutrality, stationarity gives
\begin{equation}
\chi+(Jq)_i-Fx_i=\mu\quad\text{for every } i .
\label{equal}
\end{equation}
All atoms share one electronegativity $\mu$. If the atoms had different $\chi_i$, the charges at zero field would change, but not their linear response to $F$.

Drop the interaction between different atoms for the moment, so that $J_{ij}=\eta\delta_{ij}$. Summing (\ref{equal}) over $i$ gives $\mu=\chi$, because the charges and the centred positions both sum to zero. Hence $q_i=Fx_i/\eta$ and
\begin{equation}
\alpha_{\rm loc}=\frac1\eta\sum_i x_i^2=\frac{a^2N(N^2-1)}{12\,\eta}.
\label{cubic}
\end{equation}
For $N=50$ this is $6.25\times50\times2499/6=1.30\times10^5$ bohr$^3$. One factor $N$ counts atoms, one comes from the potential, which grows with distance from the centre, and one from the lever arm of the charge. The end atoms carry charge proportional to $L$, and the model asks no price for bringing it from the other end.

\section{Second contribution: Coulomb repulsion}

Restore the full $J$. It is symmetric under inversion of the chain, so $J^{-1}x$ is odd and sums to zero. Again $\mu=\chi$, and $\alpha=x^TJ^{-1}x$. Since $J$ is positive definite (shown below), this equals
\begin{equation}
\alpha=\max_q\,(2x^Tq-q^TJq),
\end{equation}
with $q$ now the charge per unit field. The trial $q=\beta x$ gives $2\beta x^Tx-\beta^2x^TJx$, largest at $\beta=x^Tx/x^TJx$. Therefore
\begin{equation}
\alpha\ge\frac{(x^Tx)^2}{x^TJx}.
\label{bound}
\end{equation}

The denominator needs $C_d=\sum_i x_ix_{i+d}$. There are $N-d$ such pairs. Their midpoints $u$ are centred and spaced by $a$, and $x_ix_{i+d}=u^2-d^2a^2/4$. To leading order in $N$,
\begin{align}
C_d&\simeq a^2\left[\frac{(N-d)^3}{12}-\frac{(N-d)d^2}{4}\right]\nonumber\\
&=\frac{a^2}{12}\left(N^3-3N^2d+2d^3\right).
\end{align}
For the bare tail $1/(da)$ use $\sum_{d\le N}1/d\simeq\ln N+\gamma$, with $\gamma$ Euler's constant, and $\sum_{d\le N} d^2\simeq N^3/3$:
\begin{equation}
\sum_d\frac{C_d}{d}\simeq\frac{a^2N^3}{12}\left(\ln N+\gamma-3+\tfrac23\right).
\end{equation}
The difference between the Ohno and bare interactions falls as $d^{-3}$. Only small $d$ matters there, so $C_d$ may be replaced by $C_0$. Counting each pair twice and adding the diagonal,
\begin{align}
x^TJx&\simeq\frac{a^2N^3}{12}\,\frac{2\Lambda}{a},\\
\Lambda&=\ln N+\gamma-\tfrac73+s+\tfrac{a\eta}{2},\quad
s=\sum_{d\ge1}\left[aJ(da)-\tfrac1d\right].
\end{align}
With $x^Tx\simeq a^2N^3/12$, the bound becomes
\begin{equation}
\alpha\gtrsim\frac{L^3}{24\Lambda}.
\label{log}
\end{equation}

To see that this is also the leading value, let $r=x-J\beta x$ be the part of the external potential that the trial leaves uncancelled. Completing the square gives an excess over the bound equal to $r^TJ^{-1}r$. At $x_i=uL/2$ in the interior,
\begin{equation}
\sum_{j\ne i}\frac{x_j}{|x_i-x_j|}
=x_i\sum_{j\ne i}\frac1{|x_i-x_j|}+\sum_{j\ne i}\frac{x_j-x_i}{|x_i-x_j|}.
\end{equation}
The first sum is $(2/a)[\ln(N/2)+\tfrac12\ln(1-u^2)+\gamma]$. The second counts atoms on the right minus those on the left, $-2x_i/a$. With $\beta=a/(2\Lambda)$ this leaves
\begin{equation}
r_i\simeq-\frac{x_i}{\Lambda}\left[\tfrac12\ln(1-u^2)+\tfrac43-\ln2\right].
\end{equation}
The logarithm at the ends is square integrable, so $r^Tr$ is of order $x^Tx/\Lambda^2$.

The lowest eigenvalue $\lambda_{\min}$ of $J$ has a positive floor independent of $N$. The Fourier transform of the Ohno function is $2K_0(|k|/\eta)$, with $K_0$ the positive, decreasing modified Bessel function. The lattice sum at any $|k|\le\pi/a$ is then at least $(2/a)K_0(\pi/a\eta)$, and a finite chain inherits this floor. Thus $r^TJ^{-1}r\le r^Tr/\lambda_{\min}$ is smaller than (\ref{log}) by a factor of order $1/\Lambda$, and
\begin{equation}
\alpha_{\rm EEM}\to\frac{L^3}{24\ln N},\qquad
\frac{d\ln\alpha_{\rm EEM}}{d\ln N}\simeq3-\frac1\Lambda .
\label{eemlaw}
\end{equation}
Repulsion thus removes a logarithm from the cubic law, not a power. At $N=50$ it lowers $1.30\times10^5$ to $3.39\times10^4$ bohr$^3$.

For the chosen parameters $s=-0.279$ and $\Lambda=\ln N-1.410$. At $N=200$, $\Lambda=3.89$ and (\ref{log}) gives $1.34\times10^6$ bohr$^3$; solving the linear equations (\ref{equal}) numerically gives $1.38\times10^6$. Between 800 and 1600 atoms the solved exponent is 2.816, against 2.822 from $3-1/\Lambda$ at the geometric mean length. The growth is therefore nearly cubic at these lengths, and the exponent approaches 3 only slowly.

\section{The same law for a metal needle}

Consider a conducting prolate spheroid with half-length $c=L/2$, greatest radius $b$, foci at $\pm f$ and eccentricity $g=f/c$. Put a line charge of density $\kappa s$ at $-f<s<f$ on its axis. A surface point with axial coordinate $x$ is at distances $r_\pm=c\mp gx$ from the foci. With $R$ the distance from the source point $s$, write $s=(s-x)+x$:
\begin{align}
\int_{-f}^{f}\frac{s\,ds}{R}
&=r_+-r_-+x\ln\frac{r_++f-x}{r_--f-x}\nonumber\\
&=-2gx+x\ln\frac{(1+g)(c-x)}{(1-g)(c-x)}\nonumber\\
&=2x(\operatorname{artanh}g-g).
\end{align}
The induced potential on the surface is proportional to $x$, so it can cancel the external potential $-Fx$. This fixes $\kappa=F/[2(\operatorname{artanh}g-g)]$. The dipole is $\kappa\int s^2ds=2\kappa f^3/3$, hence
\begin{equation}
\alpha_{\rm needle}=\frac{f^3}{3(\operatorname{artanh}g-g)}
\to\frac{L^3}{24[\ln(L/b)-1]}\quad(b\ll L),
\end{equation}
because $\operatorname{artanh}g=\ln[(c+f)/b]\to\ln(L/b)$.

This is (\ref{log}) if $\ln(L/b)-1=\Lambda$, that is $b=2.5\exp(1.410-1)=3.77$ bohr at every length. The equalization chain exceeds this needle by 3.2\% at $N=200$ and 1.4\% at $N=1600$, relative to the needle. The needle's line charge is linear in $x$, like the trial; the chain can also add charge near its ends, where $r$ shows that the trial cancels too little of the field. Equation (\ref{equal}) is the discrete form of the condition that a conductor is an equipotential, with a local term $\eta q_i$ that becomes subordinate as $\ln N$ grows.

\section{Third contribution: the electronic spectrum}

Now let one electron per atom move by nearest-neighbour hopping, with amplitudes $-t_1,-t_2,-t_1,\dots$, $t_1>t_2$, and $N$ even. Both end bonds are strong, which avoids states in the gap at the ends. Levels are doubly occupied up to half filling, and the bulk gap is $2(t_1-t_2)$. The field adds $Fx_i$ to the energy of an electron on atom $i$. First-order perturbation theory for real orbitals $\psi_o$ (occupied) and $\psi_v$ (empty), with a factor 2 for spin and 2 for the two cross terms in the density, gives $q=\Pi xF$ and
\begin{equation}
\Pi_{ij}=4\sum_{o,v}\frac{\psi_o(i)\psi_v(i)\psi_o(j)\psi_v(j)}{\varepsilon_v-\varepsilon_o},
\quad \alpha_0=x^T\Pi x .
\label{pi}
\end{equation}

\subsection{Why the gap gives linear growth}

A constant potential moves no charge, since $\psi_o$ and $\psi_v$ are orthogonal. Every row of $\Pi$ therefore sums to zero. For any symmetric response matrix $R$ with this property, expanding the square shows that
\begin{equation}
\alpha=x^TRx=-\tfrac12\sum_{ij}R_{ij}(x_i-x_j)^2 .
\label{pairs}
\end{equation}
The growth law is thus set by the range of $R$. For equalization without intersite repulsion, $R_{ij}=(\delta_{ij}-1/N)/\eta$: each pair is coupled by $-1/(N\eta)$, however far apart, and (\ref{pairs}) returns the cubic law.

For the hopping chain, let $G=(i\omega-H)^{-1}$ and put the zero of energy at mid-gap. The integral of $1/[(i\omega-\varepsilon_m)(i\omega-\varepsilon_n)]$ over $d\omega/2\pi$ vanishes for levels on the same side of zero and equals $-1/|\varepsilon_m-\varepsilon_n|$ for levels on opposite sides. Each occupied--empty pair occurs in two orders, so
\begin{equation}
\Pi_{ij}=-2\int\frac{d\omega}{2\pi}\,G_{ij}(i\omega)^2 .
\end{equation}
In the bulk, $G$ decays by a factor $|z|$ per two-atom cell, where
\begin{equation}
t_1^2+t_2^2+\omega^2+t_1t_2(z+z^{-1})=0,\qquad |z|<1 .
\end{equation}
The slowest decay is at $\omega=0$, where $z=-t_2/t_1$. Thus $\Pi$ falls as $(t_2/t_1)^{2m}$ over $m$ cells, apart from a power of $m$. The sum over $j$ in (\ref{pairs}) converges for each $i$, and the sum over $i$ gives one factor $N$.

For $t_1=0.12$ and $t_2=0.08$ hartree, with $N=200$, pairs at most 20 sites apart supply 99.3\% of $\alpha_0$. In the full equalization model they supply 1.4\% of $\alpha_{\rm EEM}$.

\subsection{The slope}

With Bloch phases taken at the atomic positions, the off-diagonal element of $H$ is $-h$, where
\begin{align}
h&=t_1\mathrm e^{ika}+t_2\mathrm e^{-ika}=|h|\mathrm e^{i\theta},\nonumber\\
|h|^2&=t_1^2+t_2^2+2t_1t_2\cos 2ka .
\end{align}
The bands are $\pm|h|$ and their eigenvectors are $(1,\mp\mathrm e^{-i\theta})/\sqrt2$. The interband position element has magnitude $\tfrac12|d\theta/dk|$. From $\tan\theta=\frac{t_1-t_2}{t_1+t_2}\tan ka$ follows $d\theta/dk=a(t_1^2-t_2^2)/|h|^2$. Inserting this and the vertical gap $2|h|$ in (\ref{pi}) gives, per cell,
\begin{equation}
\alpha_{\rm cell}=4\left\langle\frac{(d\theta/dk)^2/4}{2|h|}\right\rangle
=\frac{a^2}{2}(t_1^2-t_2^2)^2\left\langle|h|^{-5}\right\rangle ,
\label{cell}
\end{equation}
where the brackets average over $k$. For $t_2=0$ this is $a^2/(2t_1)$, the value for an isolated pair with gap $2t_1$ and position element $a/2$. For the chosen hoppings, numerical averaging gives 85.6 bohr$^3$ per atom. The finite chains have $\alpha_0=8174$ and 16730 bohr$^3$ at $N=100$ and 200, with the same slope, $(16730-8174)/100=85.6$. Their exponent, 1.03, lies slightly above 1 because the ends lower $\alpha_0$ by a constant amount.

\subsection{Closing the gap}

Hopping by itself does not give linear growth. Set $t_1=t_2=t$ and $M=N+1$. The orbitals are $\sqrt{2/M}\sin(\pi kj/M)$. For an occupied and an empty level near the Fermi energy, $m$ steps apart, the slowly varying part of the product gives
\begin{equation}
x_{ov}\simeq\frac aM\int_0^M y\cos\frac{\pi my}{M}\,dy=-\frac{2aM}{\pi^2m^2}
\quad(m\text{ odd}),
\end{equation}
and zero for even $m$. The energy difference is $2\pi tm/M$, and $m$ such pairs straddle the Fermi level. Hence
\begin{align}
\alpha_0&\simeq4\sum_{m\,\rm odd}m\,\frac{4a^2M^2}{\pi^4m^4}\,\frac{M}{2\pi tm}\nonumber\\
&=\frac{8a^2M^3}{\pi^5t}\cdot\frac{\pi^4}{96}=\frac{a^2(N+1)^3}{12\pi t}.
\label{metal}
\end{align}
At large $N$ this is (\ref{cubic}) with $\eta$ replaced by $\pi t$. For $t=0.10$ hartree and $N=200$ it gives $1.346\times10^7$ bohr$^3$, as does the direct sum over states.

A small gap $2\delta$, $\delta=t_1-t_2$, connects the two laws. Let $t^2=t_1t_2$. Near the band edge $|h|^2\simeq\delta^2+t^2p^2$ with $p=2ka-\pi$, and
\begin{equation}
\int\frac{dp}{2\pi}\,(\delta^2+t^2p^2)^{-5/2}=\frac{2}{3\pi t\delta^4}.
\end{equation}
With $(t_1^2-t_2^2)^2\simeq4t^2\delta^2$, half of (\ref{cell}) gives $\alpha_0/N\simeq2ta^2/(3\pi\delta^2)$. Equating $N$ times this to $a^2N^3/(12\pi t)$ yields the crossover length
\begin{equation}
N^*\simeq\sqrt8\,t/\delta .
\end{equation}
For hoppings 0.1025 and 0.0975 hartree, $N^*\simeq57$. The exponent is 2.54 between 10 and 20 atoms and 1.06 between 600 and 1200. A gapped chain much shorter than its crossover length can therefore look metallic. For the main example $N^*\simeq7$.

\section{All contributions together}

Let the hopping electrons also interact through $J$ at the Hartree level; exchange and correlation are left out. At zero field each atom is neutral, so the interaction changes only the response. The potential that drives the electrons is reduced by the induced charges:
\begin{equation}
q=\Pi(Fx-Jq)\quad\Longrightarrow\quad(\Pi^{-1}+J)\,q=Fx+\text{const}.
\label{full}
\end{equation}
The inverse is taken on neutral charge patterns, where $\Pi$ is positive for these connected chains. The constant plays the part of $\mu-\chi$ in (\ref{equal}). Equalization keeps $J$ and has no $\Pi^{-1}$: that is the missing contribution.

Its weight depends on wavelength. In a long gapped chain, expand the response to a wave $\mathrm e^{ikx}$. The zeroth order vanishes by the row sums, and exponential decay makes the second order finite:
\begin{equation}
\Pi(k)\simeq-\frac{k^2}{2N}\sum_{ij}\Pi_{ij}(x_i-x_j)^2=\frac{\alpha_0}{N}k^2 .
\end{equation}
For a positive matrix, a diagonal element of the inverse is never less than the reciprocal of the same element of the matrix. The element of $\Pi^{-1}$ that sets the energy of a charge wave therefore diverges at least as $k^{-2}$, whereas the repulsion in $J$ grows only as $\ln(1/k)$. On a ring of 202 atoms at the longest wavelength, $k=0.0124$ bohr$^{-1}$, $1/\Pi(k)$ is 75.8 hartree for the gapped chain and 19.2 at twice that $k$, close to the factor 4. The element of $\Pi^{-1}$ itself is larger, 162 and 40.9 hartree, because with two atoms per cell the wave also couples to a charge that alternates from atom to atom. For the uniform ring both quantities are 0.314 hartree at both wavelengths, equal to $\pi t$ to three digits. A metal's kinetic energy acts at long wavelength as one more atomic hardness; an insulator's cannot be put into any finite $\eta$.

The energy belonging to (\ref{full}) contains two positive quadratic terms. Dropping either can only raise the response, so $\alpha_{\rm H}\le\alpha_0$ and $\alpha_{\rm H}\le\alpha_{\rm EEM}$. The first inequality forbids growth faster than linear. The trial charge $\Pi x$ gives the lower bound $\alpha_0^2/(\alpha_0+x^T\Pi J\Pi x)$. In the bulk this trial consists of equal dipoles on neutral cells, whose interactions fall as $d^{-3}$, and its end charges stay bounded. The repulsion term is then at most proportional to $N$, and the lower bound is linear too.

The weights at $N=200$, with exponents between 100 and 200 atoms, are:

\begin{center}
\begin{tabular}{lcc}
Model & $\alpha$ (bohr$^3$) & Exponent\\
Equalization, full $J$ & $1.38\times10^6$ & 2.71\\
Uniform hopping, bare & $1.35\times10^7$ & 2.98\\
Uniform hopping, Hartree & $1.21\times10^6$ & 2.75\\
Gapped hopping, bare & $1.67\times10^4$ & 1.03\\
Gapped hopping, Hartree & $1.21\times10^4$ & 1.07
\end{tabular}
\end{center}

Repulsion cuts the uniform chain by a factor of 11 and the gapped chain by 1.4; it does not decide between the growth laws. The gap does. Equalization with hardness $\eta+\pi t$ gives $1.24\times10^6$ bohr$^3$, within 3\% of the screened uniform chain, so for that metal the model gives the right polarizability. It does not give the right atomic charges. Those of the hopping chain alternate from atom to atom (57, 9, 59, 10 per unit field on atoms 152 to 155, against a smooth 33 to 35 from equalization), and the two sets differ by 56\% in root-mean-square. The agreement holds for the long-wave part of the response only. In units of \AA$^3$, the equalization and gapped Hartree values are $2.0\times10^5$ and $1.8\times10^3$.

The charge that crosses the middle of the chain tells the same story. Per unit field it rises from 1195 to 3944 in the equalization model when $N$ doubles from 100 to 200. In the gapped Hartree chain it is 20 at both lengths, where the middle bond is weak. With a strong middle bond, at $N=102$ and 202, it is 31 at both.

\section{Changing the constraint alone}

Keep equalization and $J$, but require each successive pair of atoms to be neutral. With charges $\mp p_n$ on pair $n$, the external term is $Fa\sum_np_n$, and the repulsion is at least $\tfrac12\lambda_{\min}\sum_n2p_n^2$. Maximizing each pair's share gives
\begin{equation}
\alpha\le\frac N2\cdot\frac{a^2}{2\lambda_{\min}}=\frac{a^2N}{4\lambda_{\min}} .
\end{equation}
Equal dipoles on all pairs supply a linear lower bound, as before. At $N=200$, $\lambda_{\min}=0.0986$ hartree and the bound is 3170 bohr$^3$; the solved value is 3136. Nothing but the permitted distance of charge transfer has changed, and the near-cubic growth is gone. The price is that real transfer between pairs is forbidden as well, so the slope need not be right: here it is 16 bohr$^3$ per atom, against 63 for the gapped Hartree chain.

These laws concern linear response. For a long gapped chain it is enough that the potential drop $FL$ stays below the gap, so that no occupied level can cross an empty one. With a gap of 0.08 hartree and $L=500$ bohr, this means $F<1.6\times10^{-4}$ atomic units. In stronger fields, levels at opposite ends can cross and electrons can be transferred between them, which the expansion about the gapped ground state does not describe.

Numerical values quoted here were computed with a short program.
